# WKB tunnelling through a parabolic depletion barrier and its doping dependence

## From the depletion layer to the tunnelling exponent

An electron near the bottom of the conduction band of an n-type electrode must cross the depletion layer to reach the surface. Let the layer have width $W$, and let the band edge rise through it by $V_b$ along a parabola,

$$V(x)=V_b\left(1-\frac{x}{W}\right)^2,\qquad 0<x<W .$$

The surface is at $x=0$, and energies are measured from the band edge in the bulk. If the kinetic energy of the electron is negligible, its wavefunction decays inside the barrier with the local decay constant

$$\kappa(x)=\sqrt{2mV(x)}=\sqrt{2mV_b}\left(1-\frac{x}{W}\right).$$

The square root has turned the parabola into a straight line. The logarithm of the amplitude falls by the area under this line, which is a triangle of base $W$ and height $\sqrt{2mV_b}$. The probability is the square of the amplitude, so its exponent is twice the area:

$$A=2\cdot\tfrac12\,W\sqrt{2mV_b}=W\sqrt{2mV_b}.$$

At fixed $V_b$, doping enters through the width alone. A layer with donor density $N$ must hold enough charge to bend the band by $V_b$, and this makes $W$ proportional to $N^{-1/2}$. The exponent therefore follows the inverse square root of the doping. What remains is to justify the width and the decay law, to allow for a finite energy, and to find what multiplies the exponential.

The algebra is in atomic units, in which $\hbar$, the elementary charge, the free-electron mass and $4\pi\epsilon_0$ equal one. The effective mass $m$ is then a number of electron masses, and $\epsilon$ is the relative permittivity. The electron is described by an envelope function in a single isotropic parabolic band.

In the depletion approximation all donors between $x=0$ and $x=W$ are ionized, no mobile electrons remain there, and the bulk beyond $W$ is neutral. The charge density is $+N$, so the electrostatic potential obeys $\phi''=-4\pi N/\epsilon$. The electron has charge $-1$ and potential energy $V=-\phi$, hence

$$V''=\frac{4\pi N}{\epsilon}.$$

The neutral bulk has no field, so $V'(W)=0$, and the choice of zero gives $V(W)=0$. Two integrations yield

$$V'=-\frac{4\pi N}{\epsilon}(W-x),\qquad V=\frac{2\pi N}{\epsilon}(W-x)^2 .$$

Setting $V(0)=V_b$ fixes the width,

$$W=\sqrt{\frac{\epsilon V_b}{2\pi N}},$$

and putting this back gives the parabola assumed at the start.

Now let the electron have energy $E$ for its motion along $x$, with $0<E<V_b$. Its momentum parallel to the surface is conserved and plays no part in the barrier problem. The Schrödinger equation reads

$$\psi''=\kappa^2\psi,\qquad \kappa(x)=\sqrt{2m\,[V(x)-E]} .$$

Write $\psi=e^{\sigma}$. Then $\psi''=(\sigma'^2+\sigma'')\psi$, and the equation becomes $\sigma'^2+\sigma''=\kappa^2$. If the barrier varies slowly, $\sigma''$ is small and $\sigma'=\pm\kappa$ to leading order. For the next order put $\sigma'=\pm\kappa+\tau$ and keep terms of first order in small quantities:

$$\pm2\kappa\tau\pm\kappa'=0,\qquad \tau=-\frac{\kappa'}{2\kappa}.$$

The integral of $\tau$ is $-\tfrac12\ln\kappa$, so the two approximate solutions are

$$\psi_\pm=\frac{1}{\sqrt{\kappa}}\exp\left(\pm\int\kappa\,dx\right).$$

The neglect of $\sigma''$ against $\sigma'^2$ requires $|\kappa'|/\kappa^2=|d(1/\kappa)/dx|\ll1$. For $E=0$ this ratio at the surface is $1/(W\sqrt{2mV_b})$, the reciprocal of the exponent found above. A thick barrier, in the sense of a large exponent, is thus also one in which the approximation is good at the surface.

The condition fails at the turning point $x_t=W(1-\sqrt{E/V_b})$, where $V=E$ and $\kappa=0$. Around this point the barrier is replaced by its tangent. With $F=|V'(x_t)|$,

$$V-E\approx -F(x-x_t),\qquad z=-(2mF)^{1/3}(x-x_t),$$

and the Schrödinger equation becomes $d^2\psi/dz^2=z\psi$, with $z>0$ inside the barrier. A solution is the Airy function

$$\mathrm{Ai}(z)=\frac{1}{2\pi}\int e^{i(t^3/3+zt)}\,dt ,$$

taken along the real axis with the path raised slightly above it at both ends, so that the integrand vanishes there. Indeed $\mathrm{Ai}''-z\,\mathrm{Ai}$ has the integrand $-(t^2+z)e^{i(t^3/3+zt)}$, which is $i$ times the $t$-derivative of the exponential and integrates to zero.

For large $|z|$ the integral comes from the points where the phase is stationary, $t^2=-z$. Let $\theta=\tfrac23|z|^{3/2}$. Inside the barrier the relevant point is $t=i\sqrt z$. The exponent there equals $-\theta$, and its second derivative is $2it=-2\sqrt z$. The Gaussian integral about the point gives $\sqrt{\pi}\,z^{-1/4}$, hence

$$\mathrm{Ai}(z)\approx\frac{e^{-\theta}}{2\sqrt\pi\,z^{1/4}} .$$

On the allowed side both $t=\pm\sqrt{|z|}$ contribute. Their phases are $\mp\theta$, and the curvature adds $\pm\pi/4$. The sum is

$$\mathrm{Ai}(-|z|)\approx\frac{\cos(\theta-\pi/4)}{\sqrt\pi\,|z|^{1/4}} .$$

In the linear region $\theta$ is the integral of $\kappa$, or of $k=\sqrt{2m(E-V)}$, from the turning point, and $|z|^{-1/4}$ is proportional to $\kappa^{-1/2}$ or $k^{-1/2}$ with the same constant. The solution that decays towards the surface therefore continues as

$$\frac{1}{\sqrt\kappa}\exp\left(-\int_x^{x_t}\kappa\,dx'\right)\;\longleftrightarrow\;\frac{2}{\sqrt k}\cos\left(\int_{x_t}^{x}k\,dx'-\frac\pi4\right).$$

The tangent is a fair replacement if the curvature of $V$ is unimportant over the Airy length $\ell=(2mF)^{-1/3}$. Since $V$ is quadratic in $W-x$, this means $\ell\ll2(W-x_t)$. Write the parabola as $V=\tfrac12m\omega^2(W-x)^2$, so that $W-x_t=\sqrt{2E/m}/\omega$ and $F=m\omega^2(W-x_t)$. The cube of the condition is then $64E^2/\omega^2\gg1$, or $E\gg\omega/8$. The energy must not be too close to the band edge.

The cosine holds an incident and a reflected wave, each of amplitude $k^{-1/2}$. The current of a travelling wave is $k|\psi|^2/m$, so the incident current is $1/m$. In the barrier there is also a wave reflected from the surface, but by the time it has decayed back to the turning point its amplitude relative to the first wave is of order $e^{-A}$, and it is dropped there. The exponent is now

$$A=2\int_0^{x_t}\kappa\,dx .$$

At the surface the decaying wave has the value $a=\kappa_0^{-1/2}e^{-A/2}$, where $\kappa_0=\kappa(0)$. Its slope is $\kappa_0a$ if the slow change of the factor $\kappa^{-1/2}$ is neglected. The reflected wave has the value $b$ and the slope $-\kappa_0b$. Outside, take a flat continuum of the same effective mass, in which the electron leaves as $c\,e^{-iqx}$. Continuity of the wavefunction and of its slope gives

$$a+b=c,\qquad \kappa_0(a-b)=-iqc .$$

Multiplying the first equation by $\kappa_0$ and adding the second eliminates $b$: $2\kappa_0a=(\kappa_0-iq)c$. The outgoing current is $q|c|^2/m$. Dividing by the incident current $1/m$,

$$T=q\,\frac{4\kappa_0^2a^2}{\kappa_0^2+q^2}=P\,e^{-A},\qquad P=\frac{4q\kappa_0}{q^2+\kappa_0^2}.$$

The prefactor depends on the energies on the two sides of the surface and not on the doping. It is at most 2, reached at $q=\kappa_0$.

To evaluate the exponent, put $y=1-x/W$ and $u=E/V_b$. Then $V-E=V_b(y^2-u)$ and $dx=-W\,dy$, while $y$ runs from 1 at the surface to $\sqrt u$ at the turning point:

$$A=2W\sqrt{2mV_b}\int_{\sqrt u}^{1}\sqrt{y^2-u}\;dy .$$

An antiderivative is $\tfrac12\left[y\sqrt{y^2-u}-u\ln\left(y+\sqrt{y^2-u}\right)\right]$. Its derivative is $\tfrac12\left[\sqrt{y^2-u}+(y^2-u)/\sqrt{y^2-u}\right]=\sqrt{y^2-u}$, as required. At the lower limit the bracket equals $-u\ln\sqrt u$. The integral is therefore $\tfrac12g(u)$ with

$$g(u)=\sqrt{1-u}-u\ln\frac{1+\sqrt{1-u}}{\sqrt u}=\sqrt{1-u}-u\,\mathrm{arcosh}\frac{1}{\sqrt u},$$

because $\mathrm{arcosh}\,s=\ln(s+\sqrt{s^2-1})$. Inserting the width,

$$W\sqrt{2mV_b}=\sqrt{\frac{\epsilon V_b}{2\pi N}\,2mV_b}=V_b\sqrt{\frac{m\epsilon}{\pi N}}\equiv\frac{V_b}{E_{00}},\qquad E_{00}=\sqrt{\frac{\pi N}{m\epsilon}} .$$

The transmission probability is

$$T\approx P\exp\left[-\frac{V_b}{E_{00}}\,g\!\left(\frac{E}{V_b}\right)\right],$$

or, with the doping displayed,

$$\ln T\approx\ln P-V_b\sqrt{\frac{m\epsilon}{\pi}}\;g\!\left(\frac{E}{V_b}\right)\frac{1}{\sqrt N} .$$

This is the inverse-square-root law. It holds at fixed band bending, energy, mass and permittivity, within the WKB approximation. A fourfold increase of doping halves the exponent, so the exponential factor is replaced by its square root.

The energy $E_{00}$ has a simple meaning. The parabola has $m\omega^2=V''=4\pi N/\epsilon$, so $\omega=2\sqrt{\pi N/(m\epsilon)}=2E_{00}$. It is half the quantum of an oscillator with the curvature of the barrier, and the condition at the turning point reads $E\gg E_{00}/4$. In practice the energy must exceed $E_{00}$ itself: for a thick barrier the Schrödinger transmission lies about 20% above $Pe^{-A}$ at $E=E_{00}$ and about 4% above it at $E=2E_{00}$.

As $u\to0$ the function $g$ tends to 1 and the triangle of the opening returns. The approach is slow: since $1+\sqrt{1-u}\to2$, the leading correction is $g\approx1-\tfrac u2\left(1+\ln\tfrac4u\right)$, so even a small energy shortens the exponent noticeably.

The full transmission behaves differently at the band edge. Start at the surface with an outgoing wave of unit amplitude and follow the solution to $x=W$, where it has the value $\psi_W$ and slope $\psi_W'$. In the flat bulk it is a sum of waves $e^{\mp ikx}$ with $k=\sqrt{2mE}$, and the incident part has the amplitude $\alpha=\tfrac12(\psi_W+i\psi_W'/k)$ at $x=W$. Hence

$$T=\frac{q}{k|\alpha|^2}\;\longrightarrow\;\frac{4qk}{|\psi_W'|^2}\qquad(k\to0),$$

which vanishes as $\sqrt E$, provided that $\psi_W'$ stays finite and nonzero. The factor $e^{-V_b/E_{00}}$ is therefore a measure of penetration for slow electrons, and not the transmission at $E=0$.

## Bias, heat and a heavily doped gallium nitride electrode

An electron of energy $E$ along $x$, measured from the bulk conduction-band edge, crosses a band bending $V_b$ in a layer of width $W$ and donor density $N$. Its transmission is $T\approx Pe^{-A}$, with

$$A=\frac{V_b}{E_{00}}g(u),\quad u=\frac{E}{V_b},\quad g(u)=\sqrt{1-u}-u\,\mathrm{arcosh}\frac1{\sqrt u},\quad E_{00}=\sqrt{\frac{\pi N}{m\epsilon}} .$$

Here $m$ is the effective mass and $\epsilon$ the relative permittivity, and $P=4q\kappa_0/(q^2+\kappa_0^2)$ contains the wavenumber $q$ outside and the decay constant $\kappa_0$ at the surface. In SI units the barrier has the oscillator frequency $\omega=\sqrt{e^2N/(m\epsilon)}$, and $E_{00}=\hbar\omega/2=(e\hbar/2)\sqrt{N/(m\epsilon)}$, where $m$ and $\epsilon$ are now the full mass and permittivity.

Bias and illumination change $V_b$ while the doping stays fixed. To find the response, write

$$E_{00}A=\sqrt{V_b(V_b-E)}-E\,\mathrm{arcosh}\sqrt{V_b/E} .$$

The derivative of $\mathrm{arcosh}\,s$ is $1/\sqrt{s^2-1}$. With $s=\sqrt{V_b/E}$ this gives $\partial\,\mathrm{arcosh}\,s/\partial V_b=1/\left(2\sqrt{V_b(V_b-E)}\right)$, and therefore

$$E_{00}\frac{\partial A}{\partial V_b}=\frac{2V_b-E}{2\sqrt{V_b(V_b-E)}}-\frac{E}{2\sqrt{V_b(V_b-E)}}=\sqrt{1-u} .$$

In the derivative with respect to $E$, the square root contributes $-V_b/\left(2\sqrt{V_b(V_b-E)}\right)$. The variation of the inverse hyperbolic cosine contributes the same amount with the opposite sign, and what remains is

$$E_{00}\frac{\partial A}{\partial E}=-\mathrm{arcosh}\frac1{\sqrt u} .$$

For slow electrons a decrease of the band bending by $E_{00}\ln10$ raises the exponential factor tenfold. If the bending varies in time, this applies at each instant as long as it changes slowly compared with the response of the layer and the passage of the electron.

The second derivative formula shows what heat does. In a Boltzmann tail the supply of electrons falls as $e^{-E/kT}$, while the exponential factor rises with energy. Their product is largest where $-\partial A/\partial E=1/kT$, that is, where $\mathrm{arcosh}(1/\sqrt u)=E_{00}/kT$:

$$E_m=\frac{V_b}{\cosh^2(E_{00}/kT)} .$$

It is a maximum because $-\partial A/\partial E$ falls as $E$ rises. At this energy $\sqrt{1-u}=\tanh(E_{00}/kT)$, and the terms in $E_m/kT$ cancel in the sum

$$A(E_m)+\frac{E_m}{kT}=\frac{V_b}{E_{00}}\tanh\frac{E_{00}}{kT} .$$

For $E_{00}\gg kT$ the right side becomes $V_b/E_{00}$, the exponent of slow electrons. For $E_{00}\ll kT$ it becomes $V_b/kT$, which does not contain the doping: the electrons go over the top. The formula requires $E_m$ to lie several $kT$ above the Fermi level. In the first limit $E_m$ approaches the band edge, so the formula then applies only if the Fermi level lies well below that edge. In a degenerate electrode at low temperature, electrons near the Fermi level carry the current instead.

For numbers, consider n-type gallium nitride during photoelectrochemical etching. Light creates holes that oxidize the surface, and electrons that leak from the bulk to the surface can recombine with them. Rough typical values are $m=0.2$ electron masses, $\epsilon=9$ and a gap of 3.4 eV. Take $N=10^{19}\ \mathrm{cm^{-3}}$, a band bending of 1.0 eV and a temperature of 300 K, for which $kT=0.0259$ eV.

The width formula, in SI form $W=\sqrt{2\epsilon V_b/(e^2N)}$ with $\epsilon$ the full permittivity, gives 9.97 nm, or 99.7 Å. The field is largest at the surface, where it is $2V_b/(eW)=2\times1.0\ \mathrm{V}/9.97\ \mathrm{nm}$, or 2.0 MV/cm. The formula for $E_{00}$ gives 0.0438 eV. For slow electrons, with the unrounded value of $E_{00}$,

$$A=\frac{V_b}{E_{00}}\approx22.9,\qquad e^{-A}\approx1.2\times10^{-10}.$$

The WKB parameter at the surface is $E_{00}/V_b=0.044$, which is small. A tenfold change of the factor takes $0.0438\times\ln10\approx0.10$ eV of band bending.

With the band bending held at 1.0 eV, a doping of $2.5\times10^{18}\ \mathrm{cm^{-3}}$ gives a width of 19.9 nm, an exponent of 45.7 and a factor of $1.4\times10^{-20}$. At $4\times10^{19}\ \mathrm{cm^{-3}}$ the values are 5.0 nm, 11.4 and $1.1\times10^{-5}$. Each fourfold step in doping halves the exponent. It also doubles the surface field, which reaches 4.0 MV/cm at the highest doping. This is above the breakdown field of roughly 3 MV/cm quoted for thick layers of gallium nitride, but here it acts over 5 nm and a drop of only 1.0 eV.

The approximation can be set against the Schrödinger equation for the same barrier. Let the continuum outside have its band edge at $-1$ eV, a model contact that does not represent the redox states of an electrolyte. The wave is started at the surface as an outgoing wave, followed to $x=W$ by an eighth-order Runge–Kutta method, and split there into incident and reflected parts. At $E=0.2$ eV the kinetic energy outside is 1.2 eV and the surface barrier is 0.8 eV, so

$$P=\frac{4\sqrt{1.2\times0.8}}{1.2+0.8}=1.96 .$$

The numerical transmission exceeds $Pe^{-A}$ by 0.3% at $N=3\times10^{17}\ \mathrm{cm^{-3}}$ and by 2.7% at $10^{19}\ \mathrm{cm^{-3}}$. For the doping law, suppose that $\ln T$ is a constant plus a multiple of $N^p$. Three dopings in steps of four then determine $p$, because the ratio of successive differences of $\ln T$ is $4^p$. The numerical solutions at 6.25, 25 and 100 times $10^{17}\ \mathrm{cm^{-3}}$ give $p=-0.499$.

Real electrons are not all at the band edge. The Fermi level $\zeta$ follows from setting the donor density equal to the electron density in the bulk,

$$N=\frac{(2m)^{3/2}}{2\pi^2}\int_0^\infty\frac{\sqrt E\,dE}{1+e^{(E-\zeta)/kT}} ,$$

where $E$ is here the total kinetic energy. Solved numerically at $10^{19}\ \mathrm{cm^{-3}}$, this puts $\zeta$ at 0.077 eV above the band edge: the electrons are degenerate. An electron with $E=\zeta$ has an exponent of 18.5 instead of 22.9. With the same model contact, the Schrödinger equation gives $T=1.95\times10^{-8}$ at this energy and the WKB formula $1.83\times10^{-8}$, a difference of 7% relative to the latter.

Since $\zeta$ rises with doping, the exponent at the Fermi level does not follow the inverse-square-root law. In the series of three dopings it is 43.7, 18.5 and 6.8, which falls faster than by halves. These values are for a parabolic band; at the highest doping nonparabolicity lowers $\zeta$ by about 0.01 eV and raises the last value by about 0.2.

The thermal effect requires the flux summed over all electrons. The velocity along $x$ is $dE/dk$ and cancels the density of normal states per unit energy, which is proportional to $dk/dE$. For each normal energy $E$ the transverse states have a constant density per unit energy, so the supply is proportional to

$$\int_0^\infty\frac{dE_\perp}{1+e^{(E+E_\perp-\zeta)/kT}}=kT\ln\left(1+e^{(\zeta-E)/kT}\right).$$

Multiply this by $e^{-A}$ below the barrier top and by 1 above it, leaving out the slowly varying $P$, and sum over energy. At $10^{19}\ \mathrm{cm^{-3}}$ the flux towards the surface at 300 K is 11 times that at absolute zero with the same doping and band bending, and the largest contribution comes from 0.14 eV. The cold flux comes from energies below about $2E_{00}$, where the WKB form underestimates the transmission by up to 30%, so ratios of this kind are somewhat too high and the 11 should be read as about ten.

At $2.5\times10^{18}\ \mathrm{cm^{-3}}$ the same ratio is a few million, with the peak near 0.5 eV, halfway up the barrier. At $4\times10^{19}\ \mathrm{cm^{-3}}$ it is 1.4. Heat thus flattens the doping dependence of the flux over this range, most strongly at the light end. At $10^{18}\ \mathrm{cm^{-3}}$ the formula for $E_m$ already gives 0.76 eV.

Other omissions change the barrier itself. Each is sized separately at $10^{19}\ \mathrm{cm^{-3}}$. Screening, band shape, mass and image force are sized for an electron at the Fermi level, where the model has $A=18.5$; the Helmholtz layer and the discreteness of the donors are sized for slow electrons, where it has $A=22.9$. The results are not meant to be added.

Mobile electrons spill into the inner edge of the layer and screen the donors there. If their density where the band edge has risen by $V$ is $n(V)$, Poisson's equation becomes $V''=4\pi[N-n(V)]/\epsilon$. Multiplying by $V'$ and integrating from the bulk gives

$$\tfrac12V'^2=\frac{4\pi}{\epsilon}\int_0^V[N-n(v)]\,dv .$$

The field is weaker than in the depletion approximation and the barrier is wider. With $n$ taken from the Fermi distribution, numerical integration of $2\kappa/|V'|$ over $V$ gives $A=19.7$, a factor of about 0.3 in transmission.

Deep in the gap the parabolic relation between energy and decay constant also fails. In a symmetric two-band model an electron at depth $D=V-E$ below the local band edge has $\kappa^2=2mD(1-D/E_g)$, where $E_g$ is the gap. The same integral, without the mobile electrons, gives $A=17.1$, a factor of about 4 upwards. A mass larger by 10% in the barrier, which stands for a modest anisotropy, gives $18.5\times\sqrt{1.1}=19.4$ if the Fermi level is held fixed.

The electron also polarizes the liquid. For a sharp boundary with a medium of permittivity $\epsilon_w$, the image charge adds the energy

$$U(x)=\frac{\epsilon-\epsilon_w}{\epsilon+\epsilon_w}\,\frac{1}{4\epsilon x} .$$

If water responds with its static permittivity, roughly 80, the image attracts the electron and $A$ falls to 17.8. If it responds with its optical value, roughly 1.8, the image repels and $A$ rises to 19.2. Both come from numerical integration of $\kappa$ over $x$.

Part of an applied potential falls across the Helmholtz layer in the liquid. The depletion charge at 1.0 eV bending is $eNW=1.6\ \mathrm{\mu C/cm^2}$. On a capacitance of roughly $20\ \mathrm{\mu F/cm^2}$ it would produce 0.08 V. If the two drops together must make 1.0 V, a numerical solution leaves 0.92 eV of band bending, and the exponent for slow electrons falls from 22.9 to 21.1. The charge grows with doping, so a series at fixed total potential is not one at fixed $V_b$.

The donors, finally, are discrete. A cube of side $W$ holds $NW^3=9.9$ of them. Independent random positions give a relative scatter of $1/\sqrt{9.9}\approx0.32$ in this number. Since $A\propto N^{-1/2}$, the relative scatter of the exponent is about half of that, or 3.6 in 22.9. This counting estimate is rough, but it means that the transmission may vary by a factor of some tens from place to place, with the thin spots carrying a large share of the current.

Set beside a real gallium nitride electrode, the example lies at the heavily doped end, where tunnelling matters most. Moving the electron from the band edge to the Fermi level raises the exponential factor about eightyfold. Beyond that, giving up uniform doping moves the local transmission by a factor of ten to some tens either way, and giving up zero temperature raises the flux about tenfold. The other effects sized here amount to factors of about six or less at the energies chosen. The estimates refer to different energies and do not give a strict ranking: screening, for instance, acts much more strongly on slow electrons than on those at the Fermi level. Tunnelling through traps and along dislocations is left out and has not been sized.

The gap itself sets another limit. At 1.0 eV bending the valence-band edge at the surface is still 2.4 eV below the bulk conduction-band edge, so there is no direct interband tunnelling between these regions. A carrier crossing the layer gains at most 1.0 eV from the field, too little to create a pair across a 3.4 eV gap. Strong anodic bias can raise the band bending above the gap, and then neither process is excluded by energy alone. In a degenerate electrode the conduction-band states up to the Fermi level are filled, so for interband tunnelling into empty states the bending must exceed the gap by at least the height of the Fermi level above the band edge. Valence electrons that tunnel in this way leave holes behind, which is a different process with a different barrier.

All numerical values are calculated from the stated model.
